# Axial thermal resistance of a copper through-silicon via

## Question

I am trying to find the thermal resistance of one copper through-silicon via, from its top end to its bottom end. It is a solid cylinder 50 µm long with a radius of 2.5 µm, and I am told to take 400 W/(m K) for the conductivity of copper.

I know Fourier's law, but three things hold me up. First, my answer comes out at thousands of kelvin per watt, which seems absurd for such a good conductor. Second, I don't know which temperature to use at an end if the heat does not enter evenly over the face. Third, the via sits in silicon, which also conducts heat, with only a thin oxide liner between them. Can I really treat the copper as a rod on its own? What is the resistance, and what does it tell me about the chip?

## Answer

Thousands of kelvin per watt is right. The rod calculation is sound for the copper with an insulated side wall, but the surroundings can change the heat path greatly.

### The copper on its own

Let $z$ run along the axis from the cold end, $z=0$, to the hot end, $z=L$. Let $a$ be the radius, $A=\pi a^2$ the cross-section and $k$ the conductivity of copper, taken as uniform. Assume steady heat flow and, for now, no heat crossing the side wall.

Fourier's law is $\mathbf q=-k\nabla T$. In steady state, with no heat generated inside the copper, $\nabla\cdot\mathbf q=0$. Since $k$ is uniform, this gives

$$
\frac{\partial^2T}{\partial z^2}+\nabla_\perp^2T=0,
$$

where $\nabla_\perp^2$ contains the derivatives across the via. Integrate over a cross-section. By the divergence theorem in the plane, the second term becomes an integral around the rim:

$$
\int_A\nabla_\perp^2T\,dA=\oint\frac{\partial T}{\partial r}\,dl=0 .
$$

It vanishes because no heat crosses the wall. With the area mean $\bar T(z)=A^{-1}\int_A T\,dA$, what remains is

$$
A\frac{d^2\bar T}{dz^2}=0 ,
$$

so $d\bar T/dz$ is constant. Let $Q>0$ be the heat flow from the hot end to the cold end, that is, towards smaller $z$. Integrating Fourier's law over the cross-section gives

$$
Q=kA\frac{d\bar T}{dz}.
$$

Integrating from $0$ to $L$ gives $\bar T(L)-\bar T(0)=QL/(kA)$. The resistance is therefore

$$
R=\frac{\bar T(L)-\bar T(0)}{Q}=\frac{L}{\pi a^2k}.
$$

This answers your second question: use the area-averaged temperature at each end. Nothing in the derivation required the heat to enter evenly. If both end faces are isothermal, the averages are simply the face temperatures.

Now the numbers. The area is $A=\pi(2.5\ \mu\mathrm m)^2=19.635\ \mu\mathrm m^2=1.9635\times10^{-11}\ \mathrm{m^2}$, so

$$
R=\frac{50\times10^{-6}\ \mathrm m}
{(400\ \mathrm{W/(m\,K)})(1.9635\times10^{-11}\ \mathrm{m^2})}
=6366\ \mathrm{K/W},
$$

or about 6400 K/W. A numerical solution of the heat equation, with 20 rings in radius and 200 layers in height, also gives 6366 K/W for isothermal ends.

The value is large because the cross-section is tiny. A flow of 1 mW means a flux of $5.09\times10^7\ \mathrm{W/m^2}$, and the temperature difference is

$$
\Delta T=QR=(10^{-3}\ \mathrm W)(6366\ \mathrm{K/W})=6.37\ \mathrm K,
$$

a gradient of 0.127 K/µm. A watt through this one via is not a sensible operating condition; kelvin per milliwatt is an easier scale to picture.

The radius enters squared. At fixed length and conductivity, a 10% smaller radius multiplies $R$ by $1/0.9^2=1.235$, an increase of about 23%.

To see what the averaging does, send the same 1 mW in through only the inner half of the top radius and hold the bottom face at a fixed temperature. In the grid solution the mean rise of the top face is still 6.37 K, while the rise near its centre is about 6.7 K. The formula gives the mean, not the hottest point.

### When heat leaks through the liner

Your third question concerns the insulated wall. Suppose an oxide liner of thickness $t$ and conductivity $k_{\rm ox}$ surrounds the copper. If heat $q'$ per unit length flows outward through it, Fourier's law at radius $r$ reads

$$
q'=-2\pi r k_{\rm ox}\frac{dT}{dr}.
$$

Dividing by $r$ and integrating from $a$ to $a+t$ gives the temperature drop $q'\ln(1+t/a)/(2\pi k_{\rm ox})$. The liner conductance per unit length is thus

$$
g=\frac{2\pi k_{\rm ox}}{\ln(1+t/a)}.
$$

Take the rough values $t=0.2$ µm and $k_{\rm ox}=1.4$ W/(m K). Then

$$
g=\frac{2\pi(1.4)}{\ln(1.08)}\ \mathrm{W/(m\,K)}=114.3\ \mathrm{W/(m\,K)}.
$$

As a first case, hold all the surrounding silicon at the temperature of the cold end. This treats the silicon as a perfect conductor, so for heat entering the copper alone it gives a lower limit on the resistance. Let $\theta(z)$ be the copper temperature above that value, treated as uniform over each cross-section. The heat flowing towards the cold end is $H(z)=kA\,\theta'(z)$. A slice between $z$ and $z+dz$ receives $H(z+dz)$, passes on $H(z)$ and loses $g\theta\,dz$ through the liner. The balance is

$$
H(z+dz)-H(z)=g\theta\,dz
\quad\Longrightarrow\quad
kA\,\theta''=g\theta .
$$

Define the exchange length $\lambda=\sqrt{kA/g}$, so that $\theta''=\theta/\lambda^2$. With $\theta(0)=0$ and $\theta(L)=\Delta T$, the solution is

$$
\theta(z)=\Delta T\,\frac{\sinh(z/\lambda)}{\sinh(L/\lambda)} .
$$

Differentiating gives the heat flow at any height:

$$
H(z)=\frac{kA\,\Delta T}{\lambda}\,
\frac{\cosh(z/\lambda)}{\sinh(L/\lambda)} .
$$

The resistance seen at the hot end is $\Delta T/H(L)$. Using $R=L/(kA)$,

$$
R_{\rm in}=\frac{\lambda}{kA}\tanh\frac L\lambda
=R\,\frac{\lambda}{L}\tanh\frac L\lambda,
\qquad
\frac{H(0)}{H(L)}=\frac1{\cosh(L/\lambda)} .
$$

Two limits help to read this. For a nearly insulating liner, $\lambda\gg L$ and $\tanh(L/\lambda)\approx L/\lambda$, so $R_{\rm in}\to R$. For $\lambda\ll L$, the hyperbolic tangent approaches 1 and $R_{\rm in}\approx\lambda/(kA)$: making the via longer hardly matters, because the heat has left before it reaches the far end.

Here

$$
\lambda=\sqrt{\frac{(400)(1.9635\times10^{-11})}{114.3}}\ \mathrm m
=8.29\ \mu\mathrm m,
\qquad \frac L\lambda=6.03 .
$$

We are in the second limit. The input resistance is 1055 K/W, and only 0.48% of the entering heat comes out at the far end of the copper. The liner is a poor conductor, but it is thin and its area is large compared with the via's cross-section. Barrier layers and interface resistances are left out; they lower $g$ and lengthen $\lambda$. An extra $10^{-8}\ \mathrm{m^2\,K/W}$ on each face of the liner, for example, gives $g\approx100$ W/(m K) and an input resistance of about 1130 K/W.

The grid solution, which allows temperature differences across the copper, gives 1061 K/W and 0.50%. The small shift can be estimated. If the heat $q'$ leaving per unit length is supplied evenly over the cross-section, the copper temperature is

$$
T(r)=T(a)+\frac{q'(a^2-r^2)}{4\pi a^2k}.
$$

The mean of $a^2-r^2$ over the disc is $a^2/2$, so the mean copper temperature lies $q'/(8\pi k)$ above the wall temperature. This adds a resistance $1/(8\pi k)$ to the liner's $1/g$, a fraction $g/(8\pi k)=114.3/(8\pi\times400)\approx1.1\%$. Since $\lambda\propto g^{-1/2}$, the exchange length and the input resistance rise by about half of that, which accounts for the 1061 K/W.

### When the silicon has the same temperature profile

Now take a different case: two isothermal planes, one at each end, touch both the copper and the silicon. If the silicon has the linear profile $\theta_{\rm Si}=\Delta T\,z/L$, the slice balance becomes

$$
kA\,\theta''=g(\theta-\theta_{\rm Si}) .
$$

The choice $\theta=\Delta T\,z/L$ makes both sides zero and meets both end conditions. No heat crosses the liner, even though the liner conducts. The copper then carries $\Delta T/R$, with $R=6366$ K/W as before.

The silicon carries heat as well. Give each via a square cell 20 µm wide and take 150 W/(m K) as a rough conductivity for silicon. The silicon area is the cell minus the via and its liner:

$$
A_{\rm Si}=(20\ \mu\mathrm m)^2-\pi(2.7\ \mu\mathrm m)^2
=377.1\ \mu\mathrm m^2 .
$$

Its resistance is

$$
R_{\rm Si}=\frac{50\times10^{-6}}{(150)(377.1\times10^{-12})}\ \mathrm{K/W}
=884\ \mathrm{K/W}.
$$

The two paths share the same temperature difference, so their conductances add. Neglecting the small heat flow along the liner itself,

$$
R_{\rm cell}=\left(\frac1{6366}+\frac1{884}\right)^{-1}\mathrm{K/W}
=776\ \mathrm{K/W}.
$$

The copper carries $776/6366=12.2\%$ of the heat. It conducts better than silicon per unit area, but it fills little of the cell.

The values 1055 and 776 K/W answer different questions. The first is for heat entering the copper alone, with the silicon held cold. The second is for heat entering the whole cell between isothermal planes. Neither replaces 6366 K/W as the resistance of the insulated copper rod.

If heat enters the copper alone but the silicon of the cell has to carry it down, the silicon warms up and the resistance is larger than either value. Treat both materials as rods, with $G_1=kA$ and $G_2=k_{\rm Si}A_{\rm Si}$, both cold at $z=0$ and the silicon insulated at the top. The balances $G_1\theta''=g(\theta-\theta_{\rm Si})$ and $G_2\theta_{\rm Si}''=-g(\theta-\theta_{\rm Si})$ give $D''=D/\lambda_2^2$ for $D=\theta-\theta_{\rm Si}$, with $\lambda_2^{-2}=g(1/G_1+1/G_2)$, $D(0)=0$ and $D'(L)=Q/G_1$. Hence $D(L)=Q(\lambda_2/G_1)\tanh(L/\lambda_2)$. The weighted mean $(G_1\theta+G_2\theta_{\rm Si})/(G_1+G_2)$ is linear in $z$ and reaches $QR_{\rm cell}$ at the top, and $\theta$ lies $G_2D/(G_1+G_2)$ above it. With $\lambda_2=7.77$ µm,

$$
R_{\rm in}=R_{\rm cell}+\frac{G_2}{G_1+G_2}\,\frac{\lambda_2}{G_1}\tanh\frac{L}{\lambda_2}=776+(0.878)(989)\approx1640\ \mathrm{K/W}.
$$

Temperature differences across the silicon and the copper, ignored here, add a few percent more.

### Getting heat in and out of the ends

Heat leaving a via end must also spread into whatever lies beyond. Model that material as a half-space of conductivity $k_m$, insulated on its surface except where the via touches it.

A point source $Q$ on the surface sends its heat through hemispheres of area $2\pi r^2$. Hence $-k_m\,dT/dr=Q/(2\pi r^2)$, and the temperature rise is $Q/(2\pi k_mr)$. For heat entering uniformly over the disc, the mean rise of the disc is therefore

$$
\Delta T_{\rm end}=\frac{Q}{2\pi k_m}\left\langle\frac1d\right\rangle,
$$

where $d$ is the distance between two points chosen independently and uniformly in the disc.

To find this average, let $J(\rho)$ be the integral of $1/d$ over all pairs of points in a disc of radius $\rho$. From a point on the rim, use polar coordinates $(s,\alpha)$ centred on that point, with $\alpha$ measured from the direction of the disc's centre. The chord has length $2\rho\cos\alpha$, so

$$
\int\frac{dA'}d
=\int_{-\pi/2}^{\pi/2}d\alpha\int_0^{2\rho\cos\alpha}\frac{s\,ds}{s}
=4\rho .
$$

Adding a ring of area $2\pi\rho\,d\rho$ creates new pairs between ring and disc, each counted in two orders:

$$
dJ=2(2\pi\rho\,d\rho)(4\rho)=16\pi\rho^2d\rho,
\qquad J(a)=\frac{16\pi a^3}{3}.
$$

Dividing by $(\pi a^2)^2$ gives $\langle1/d\rangle=16/(3\pi a)$, and so

$$
R_{\rm end}=\frac{\Delta T_{\rm end}}Q=\frac{8}{3\pi^2k_ma}.
$$

Direct numerical integration for a unit disc gives a mean inverse distance of 1.698, in agreement with $16/(3\pi)$.

For a lone via ending on silicon, $R_{\rm end}$ is about 720 K/W per end, or 11% of $R$. If other vias close by send heat into the same silicon, their heat flows overlap and the half-space model no longer applies. For a very thick oxide the same formula gives about 77,000 K/W, some twelve times $R$. Both figures are rough, because the heat would not enter evenly; copper ending on oxide, in particular, would keep its end face nearly isothermal. The standard result for an isothermal disc, $1/(4k_ma)$, is about 7% lower: about 670 K/W on silicon and 71,000 K/W, or eleven times $R$, on oxide. A copper end lies between the two values, and on oxide close to the lower one. The oxide figure is a warning about a via that ends on insulator, not an estimate for one connected to metal wiring, which provides another path.

### Is 400 W/(m K) right for such thin copper?

Electrons carry most of the heat in copper, and those that scatter diffusely from the wall lose their memory of the temperature gradient. In a simple model with a single mean free path $\ell$ and all directions of motion equally likely, the fractional loss of conductivity is

$$
\delta=\left\langle3\cos^2\vartheta\,e^{-p/\ell}\right\rangle .
$$

Here $\vartheta$ is the angle between the electron's motion and the axis, and $p$ is the distance back to the wall along its path. The factor $3\cos^2\vartheta$ weights each direction by its share of the axial heat flow and averages to 1. The exponential is the chance that the electron has come from the wall without an intervening collision.

If $s$ is the distance to the wall projected onto the cross-section, then $p=s/\sin\vartheta$. For one direction, divide the disc into thin strips parallel to the projected motion. When $\ell\ll a$, nearly every strip is much longer than $\ell$, so integrating the exponential along it gives $\ell\sin\vartheta$. The strips have total width $2a$, and the average over position is

$$
\frac{2a\,\ell\sin\vartheta}{\pi a^2}=\frac{2\ell\sin\vartheta}{\pi a}.
$$

For equally likely directions, $\mu=|\cos\vartheta|$ is uniform between 0 and 1. Thus

$$
\delta=\frac{6\ell}{\pi a}\int_0^1\mu^2\sqrt{1-\mu^2}\,d\mu
=\frac{6\ell}{\pi a}\,\frac{\pi}{16}
=\frac{3\ell}{8a}.
$$

The integral follows from $\mu=\sin u$, which turns it into $\frac14\int_0^{\pi/2}\sin^2 2u\,du=\pi/16$. With a rough $\ell=40$ nm, the loss is $3(40)/(8\times2500)=0.60\%$. Averaging over four million random positions and directions also gives 0.60%.

Warming the copper matters more in this example. Taking a rough fall of 0.08 W/(m K) per kelvin, copper 80 K above room temperature has $k=400-0.08\times80=393.6$ W/(m K). At fixed dimensions, $R$ becomes 6470 K/W, or 1.6% above the room-temperature value. The conductivity of silicon falls much more steeply on warming, so the 776 K/W found for the whole cell would rise by a larger fraction.

### What this means for a real chip

A copper via about 5 µm across and 50 µm deep is a realistic size for stacked chips, and 400 W/(m K) is close to the value for pure bulk copper. Plated copper can conduct less well because of impurities and grain boundaries, which are not included above; $R$ rises in proportion to $1/k$. The insulated wall is an assumption that matters a great deal. With the rough liner and silicon values used here, the resistance seen by the heat source falls from 6366 K/W to roughly 1700 K/W if heat enters the copper alone and the silicon of a 20 µm cell carries it down, to about 1060 K/W in the ideal limit of silicon held cold, or to 776 K/W if the whole cell is heated between isothermal planes. A real layout needs its own silicon temperatures, via spacing and end connections. In a thermal network, 6400 K/W is the total for the copper from end to end. Where heat crosses the liner, split the copper into slices much shorter than the exchange length (8.3 µm here), with resistances that add up to that total, and connect each slice to the silicon beside it through its own share of the liner. The silicon and the contacts need elements of their own. The values for the main cases are in the numerical output below.

## Values computed for the example and the checks

```
Via length: 50.0 um
Via radius: 2.50 um
Copper conductivity: 400 W/(m K)
Cross-section area: 19.635 um^2
Axial resistance, formula: 6366.2 K/W
Axial resistance, grid solution: 6366.2 K/W
R factor for 10 percent smaller radius: 1.235
Heat flow: 1.00 mW
Heat flux: 5.093e+07 W/m^2
Temperature difference: 6.366 K
Gradient: 0.1273 K/um
Uneven heating, mean top rise: 6.366 K
Uneven heating, centre top rise: 6.7 K
Liner thickness: 0.20 um
Oxide conductivity: 1.4 W/(m K)
Liner conductance per length: 114.3 W/(m K)
Exchange length: 8.29 um
Length over exchange length: 6.03
Input R, cold silicon, formula: 1055 K/W
Input R, cold silicon, grid: 1061 K/W
Far-end heat share, formula: 0.48 percent
Far-end heat share, grid: 0.50 percent
Silicon conductivity: 150 W/(m K)
Cell pitch: 20 um
Silicon area in cell: 377.1 um^2
Silicon resistance in cell: 884 K/W
Copper and silicon in parallel: 776 K/W
Copper share of cell heat: 12.2 percent
Mean inverse distance in unit disc: 1.69765
Spreading R per end, silicon: 721 K/W
Spreading R per end, thick oxide: 77197 K/W
Electron mean free path: 40 nm
Wall-scattering loss, formula: 0.60 percent
Wall-scattering loss, sampled: 0.60 percent
Conductivity slope: -0.08 W/(m K) per K
Temperature above room: 80 K
Hot copper conductivity: 393.6 W/(m K)
Axial resistance when hot: 6470 K/W
```
